\section*{Bruggeman conductivity of a polycrystal of randomly oriented uniaxial grains}

\section*{The problem}

A dense, single-phase polycrystal is made of grains of a uniaxial metal. In the axes of a grain the conductivity tensor is $\boldsymbol\sigma=\mathrm{diag}(s_a,s_a,s_c)$, with $s_a,s_c>0$ and $c$ the unique axis. All axis directions are equally likely, and the orientations of neighbours are uncorrelated. The current is steady, Ohm's law $\mathbf J=\boldsymbol\sigma\mathbf E$ holds at each point, and grain boundaries at first have no resistance. We seek the isotropic conductivity $s$ of a sample much larger than a grain.

Bruggeman's approximation replaces the surroundings of each grain by a uniform medium of the unknown conductivity $s$, and represents the grain by a sphere. The value of $s$ is then fixed by self-consistency. The algebra uses Hartree atomic units ($\hbar=e=m_e=1$); resistivities are $\rho=1/s$, $\rho_a=1/s_a$, $\rho_c=1/s_c$.

\section*{(a) The field inside one grain}

\textit{A spherical grain of radius $R$ lies in the medium $s$. The field far away is $\mathbf E_0$, in any direction relative to the crystal axes. Find the field inside.}

\textbf{Solution.} Try a uniform interior field $\mathbf E_{\rm in}$. Inside the grain write
\begin{equation}
\mathbf J=s\mathbf E_{\rm in}+s\mathbf p,\qquad
\mathbf p=\frac{(\boldsymbol\sigma-s)\mathbf E_{\rm in}}{s},
\end{equation}
where a scalar added to a tensor multiplies the unit tensor. Outside, $\mathbf p=0$. Since $\nabla\cdot\mathbf J=0$ everywhere, $\nabla\cdot\mathbf E=-\nabla\cdot\mathbf p$. The grain therefore acts as a sphere carrying the surface source $\mathbf p\cdot\mathbf n$, with $\mathbf n$ the outward normal.

The potential of this source is
\begin{equation}
\phi_{\rm in}=\frac{\mathbf p\cdot\mathbf r}{3},\qquad
\phi_{\rm out}=\frac{R^3\,\mathbf p\cdot\mathbf r}{3r^3}.
\end{equation}
Both parts obey Laplace's equation and agree at $r=R$. The outward field jumps there by
\begin{equation}
-\partial_r\phi_{\rm out}+\partial_r\phi_{\rm in}
=\tfrac23\mathbf p\cdot\mathbf n+\tfrac13\mathbf p\cdot\mathbf n
=\mathbf p\cdot\mathbf n ,
\end{equation}
as required. The source thus adds the uniform field $-\mathbf p/3$ inside, so
\begin{equation}
\mathbf E_{\rm in}=\mathbf E_0-\frac{(\boldsymbol\sigma-s)\mathbf E_{\rm in}}{3s}.
\end{equation}
Multiplying by $3s$ and collecting terms gives $(\boldsymbol\sigma+2s)\mathbf E_{\rm in}=3s\mathbf E_0$, or
\begin{equation}
\mathbf E_{\rm in}=\mathbf A\mathbf E_0,\qquad
\mathbf A=3s(\boldsymbol\sigma+2s)^{-1}.
\label{A}
\end{equation}
The trial form meets all the conditions. It is the unique solution: the difference of two solutions has no applied field and dissipates no power, so it vanishes. The field is reduced along directions that conduct better than the medium and enhanced along those that conduct worse.

\section*{(b) Self-consistency}

\textit{Impose $\langle\mathbf J_{\rm in}\rangle=s\langle\mathbf E_{\rm in}\rangle$ on the average over orientations, and find $s$.}

\textbf{Solution.} The condition is $\langle(\boldsymbol\sigma-s)\mathbf A\rangle=0$. Because $\boldsymbol\sigma-s=(\boldsymbol\sigma+2s)-3s$,
\begin{equation}
(\boldsymbol\sigma-s)\mathbf A=3s(1-\mathbf A).
\end{equation}
The condition is therefore equivalent to $\langle\mathbf A\rangle=1$, that is, $\langle\mathbf E_{\rm in}\rangle=\mathbf E_0$. The mean current is then $s\mathbf E_0$. For spheres, closing on the field and closing on the current give the same $s$.

A tensor with principal values $m_a,m_a,m_c$ is $m_a+(m_c-m_a)\mathbf c\mathbf c^{T}$, with $\mathbf c$ the unit vector along the axis. For random directions $\langle c_xc_y\rangle=0$, because reversing $x$ changes its sign. The averages $\langle c_x^2\rangle$, $\langle c_y^2\rangle$, $\langle c_z^2\rangle$ are equal and sum to one. Hence $\langle\mathbf c\mathbf c^T\rangle=1/3$, and the averaged tensor is $(2m_a+m_c)/3$ times the unit tensor. Applied to $(\boldsymbol\sigma-s)\mathbf A$, after removal of the common factor $3s$, this gives
\begin{equation}
2\,\frac{s_a-s}{s_a+2s}+\frac{s_c-s}{s_c+2s}=0 .
\end{equation}
The denominators are positive. Multiplying them out,
\begin{align}
0&=2(s_a-s)(s_c+2s)+(s_c-s)(s_a+2s)\nonumber\\
&=2s_as_c+4s_as-2s_cs-4s^2+s_as_c+2s_cs-s_as-2s^2\nonumber\\
&=3s_as_c+3s_as-6s^2 .
\end{align}
The terms in $s_cs$ cancel. Division by $-3$ leaves
\begin{equation}
2s^2-s_as-s_as_c=0 .
\label{quad}
\end{equation}
The product of the roots is $-s_as_c/2<0$, so one root is positive:
\begin{equation}
s=\frac{s_a+\sqrt{s_a^2+8s_as_c}}4 .
\label{main}
\end{equation}
For resistivities, put $s=1/\rho$ in Eq.~\eqref{quad} and multiply by $-\rho^2\rho_a\rho_c$. Then $\rho^2+\rho_c\rho-2\rho_a\rho_c=0$, with positive root
\begin{equation}
\rho=\frac{-\rho_c+\sqrt{\rho_c^2+8\rho_a\rho_c}}2 .
\label{rho}
\end{equation}

\section*{(c) Limits, bounds and sensitivity}

\textit{Compare $s$ with the parallel and series means. Examine strong and weak anisotropy, and find how strongly $s$ depends on $s_c$.}

\textbf{Solution.} Let $P(x)=2x^2-s_ax-s_as_c$. For $x>0$ it is negative below the root $s$ and positive above it. At the parallel mean $m=(2s_a+s_c)/3$ and the series mean $h=3s_as_c/(s_a+2s_c)$,
\begin{equation}
P(m)=\frac{2(s_a-s_c)^2}{9}\ge0,\qquad
P(h)=-\frac{4s_as_c(s_a-s_c)^2}{(s_a+2s_c)^2}\le0 .
\end{equation}
Hence $h\le s\le m$, with equality for isotropic grains.

\textit{Layered limit, $s_c\ll s_a$.} The square root is $s_a(1+4s_c/s_a+\dots)$, so
\begin{equation}
s\simeq\frac{s_a}{2}+s_c,\qquad \rho\to2\rho_a .
\end{equation}
At $s_c=0$, Eq.~\eqref{A} gives a field factor $3/4$ in the conducting planes and $3/2$ along $c$. Their mean is $(2\cdot\frac34+\frac32)/3=1$, and the mean current is $\frac23\cdot\frac34s_a=s_a/2$ per unit field. The sample conducts although each grain blocks one direction.

\textit{Chain limit, $s_c\gg s_a$.} The term $8s_as_c$ dominates the root, and $s\simeq\sqrt{s_as_c/2}$. If $s_a\to0$ at fixed $s_c$, the conductivity vanishes: in this model, randomly oriented chains need some transverse conduction to pass current from grain to grain.

\textit{Weak anisotropy.} Put $s_a=m(1-\delta)$ and $s_c=m(1+2\delta)$, which keeps the parallel mean at $m$. The radicand divided by $m^2$ is
\begin{equation}
(1-2\delta+\delta^2)+8(1+\delta-2\delta^2)=9+6\delta-15\delta^2 .
\end{equation}
With $\sqrt{1+x}=1+x/2-x^2/8+\dots$ and $x=\frac23\delta-\frac53\delta^2$, its root is
\begin{equation}
3\Bigl(1+\tfrac13\delta-\tfrac56\delta^2-\tfrac1{18}\delta^2\Bigr)
=3+\delta-\tfrac83\delta^2 .
\end{equation}
Adding $1-\delta$ and dividing by four,
\begin{equation}
s=m\bigl(1-\tfrac23\delta^2+\dots\bigr).
\end{equation}
The first-order terms cancel, and anisotropy of either sign lowers $s$ below the parallel mean.

\textit{Sensitivity.} Differentiating Eq.~\eqref{quad} at fixed $s_a$ gives $(4s-s_a)\,ds=s_a\,ds_c$. Therefore
\begin{equation}
w_c=\frac{\partial\ln s}{\partial\ln s_c}=\frac{s_as_c}{s(4s-s_a)} .
\end{equation}
Scaling both principal conductivities by one factor scales $s$ by that factor, so the sensitivity to $s_a$ is $1-w_c$. The same weights apply to $\ln\rho$, since all the logarithms change sign together.

\section*{(d) Two conductors, and a check of the closure}

\textit{Evaluate $\rho$ for a layered metal with $\rho_a=3$, $\rho_c=1000~\mu\Omega\,$cm and a chain-like metal with $\rho_a=50$, $\rho_c=5~\mu\Omega\,$cm. How good is the approximation?}

\textbf{Solution.} The first pair is a rough room-temperature regime for the delafossite PdCoO$_2$, the second for the intermetallic CoSn. Equation~\eqref{rho} gives, in $\mu\Omega\,$cm,
\begin{align}
\rho_{\rm layer}&=\frac{-1000+\sqrt{1000^2+8\cdot3\cdot1000}}2=5.96,\\
\rho_{\rm chain}&=\frac{-5+\sqrt{5^2+8\cdot50\cdot5}}2=\frac{-5+45}{2}=20 .
\end{align}
In atomic units these are $0.274$ and $0.920$. The layered value is close to $2\rho_a$, far from the series mean of $335~\mu\Omega\,$cm. Its sensitivity $w_c=0.0059$ means that a small fractional error in $\rho_c$ is reduced by a factor of about 170. For the chain metal $w_c=0.44$, and both principal resistivities matter.

The closure contains no information about how particular grains are arranged. To examine this, $\nabla\cdot(\boldsymbol\sigma\mathbf E)=0$ was solved with a curl-free field in a periodic cube of 125 randomly oriented Voronoi grains on a $45^3$ grid. The conductivities along the three cube edges were averaged. At $\delta=0.02$ the coefficient of $-\delta^2$ came out as $0.645$, against $2/3$. This difference of 3\% lies within the scatter between sets of 125 grains, which give about $0.63$ to $0.68$.

For the layered metal the direct solution gives $6.04~\mu\Omega\,$cm, so the Bruggeman value is 1.2\% below it. On a $27^3$ grid the same grains give $6.03$ and a second set of grains gives $6.07~\mu\Omega\,$cm. Two samples do not establish the statistical error, so neither the sign nor the exact size of this small discrepancy should be read as a property of the closure. For the chain metal the direct value is $19.4~\mu\Omega\,$cm, and the Bruggeman value is 3\% above it; this value changes by less than $0.1~\mu\Omega\,$cm between $27^3$ and $63^3$ grids, but other sets of 125 grains give $19.6$ to $20.0~\mu\Omega\,$cm, a scatter as large as the difference itself. These comparisons support the closure for compact, uncorrelated grains at these two anisotropies, not for other microstructures.

\section*{(e) Flat grains}

\textit{Layered crystals may grow as plates. Replace the spheres by spheroids whose short axis is $c$, with axis ratio $q<1$, still randomly oriented. How does $\rho$ change?}

\textbf{Solution.} We first need the interior field of an ellipsoid with uniform $\mathbf p$. Consider a uniformly charged shell between two similar, concentric ellipsoids. A line through a point in the cavity cuts equal lengths of shell on both sides, because a linear map turns the shell into one between concentric spheres and preserves ratios along a line. Opposite narrow cones from the point then give cancelling fields, the inverse-square law compensating the growth of the cone's area. The cavity is field-free.

Hence the field at an interior point of a solid charged ellipsoid comes from the similar ellipsoid through that point, and it grows in proportion to distance along each ray. Being differentiable at the centre, it is linear in position. A uniformly polarized body is the limit of two oppositely charged copies slightly displaced, so its interior field is uniform. By symmetry its components are $-L_ip_i$. The field of unit charge density has unit divergence, so $2L_a+L_c=1$.

To find $L_c$, evaluate the field at the centre. Let the surface be $(\sin\theta\cos\varphi,\sin\theta\sin\varphi,q\cos\theta)$ and $u=\cos\theta$. The projected area is $n_z\,dS=u\,du\,d\varphi$, the height is $qu$, and the squared distance is $1-k^2u^2$ with $k^2=1-q^2$. Coulomb's law with the factor $1/4\pi$ gives
\begin{equation}
L_c=\frac q2\int_{-1}^{1}\frac{u^2\,du}{(1-k^2u^2)^{3/2}}
=\frac1{k^2}-\frac{q\arcsin k}{k^3}.
\end{equation}
The antiderivative used is $u/(k^2\sqrt{1-k^2u^2})-\arcsin(ku)/k^3$. For $q=0.2$, $L_c=0.750$ and $L_a=0.125$.

Repeating part (a) with $L_i$ in place of $1/3$ gives $E_i=sE_{0i}/[s+L_i(\sigma_i-s)]$. The condition $\langle\mathbf J_{\rm in}\rangle=s\langle\mathbf E_{\rm in}\rangle$ becomes
\begin{equation}
\frac{2(s_a-s)}{s+L_a(s_a-s)}+\frac{s_c-s}{s+L_c(s_c-s)}=0 .
\end{equation}
For unequal $L_i$ this no longer coincides with $\langle\mathbf E_{\rm in}\rangle=\mathbf E_0$, so the choice of closure is now part of the model.

When $s_c\to0$, the second term is $-1/(1-L_c)=-1/(2L_a)$. Cross-multiplication gives $4L_a(s_a-s)=s+L_a(s_a-s)$, hence $3L_a(s_a-s)=s$ and
\begin{equation}
\rho\to\rho_a\left(1+\frac1{3L_a}\right).
\end{equation}
Spheres give $2\rho_a$ again. Flat plates have small $L_a$ and a larger $\rho$. At $q=0.2$ and the finite $\rho_c$ of the example, the numerical root is $10.6~\mu\Omega\,$cm, 1.8 times the value for spheres. Imposing $\langle\mathbf E_{\rm in}\rangle=\mathbf E_0$ instead would give about $156~\mu\Omega\,$cm, but that value is inadmissible. The rigorous bound of Avellaneda, Cherkaev, Lurie and Milton, quoted here without proof, requires the conductivity of any isotropic polycrystal of these grains to be at least the positive root of $x^2+s_cx-2s_as_c=0$, that is $\rho\le39.5~\mu\Omega\,$cm. The closure used here approaches this bound for very thin plates: as $q\to0$, $L_a\to0$ and $L_c\to1$, and the condition becomes $2(s_a-s)/s+(s_c-s)/s_c=0$, which is the same quadratic. The direct solutions in part (d) used compact grains and do not test the value $10.6$, which remains an estimate.

\section*{(f) Resistive boundaries and small grains}

\textit{Let a boundary have resistance times area $r_b$. Include it for spherical grains of diameter $D$, and estimate its size for the layered metal.}

\textbf{Solution.} Assign half of each shared boundary, $r_b/2$, to each grain. For a field along principal axis $i$, at angle $\theta$ to $\mathbf n$, take
\begin{equation}
\phi_{\rm in}=-Er\cos\theta,\qquad
\phi_{\rm out}=\left(-E_0r+\frac{BR^3}{r^2}\right)\cos\theta .
\end{equation}
Continuity of the normal current $J\cos\theta$, with $J=\sigma_iE$, gives $J=s(E_0+2B)$. An outward current lowers the potential across the boundary, so $\phi_{\rm in}-\phi_{\rm out}=(r_b/2)J\cos\theta$ at $r=R$, which gives
\begin{equation}
E_0-B=E+\frac{r_b}{2R}J=\left(\rho_i+\frac{r_b}{D}\right)J .
\end{equation}
These are the equations of a grain with perfect boundaries and principal resistivity $\rho_i+r_b/D$. The left side is also the mean field of the grain when the potential drop at its surface is included. The closure is therefore unchanged: add $r_b/D$ to both $\rho_a$ and $\rho_c$ in Eq.~\eqref{rho}.

To estimate $r_b$, treat each conducting layer as a two-dimensional metal with a circular Fermi line of radius $k_F$, Fermi velocity $v_F$, mean free path $\ell$ and layer spacing $d$. With two spins, the states at the Fermi energy contribute $k_F\,d\varphi/(2\pi^2v_F)$ per unit energy. Boltzmann's equation weights them by $v_x^2\ell/v_F$; the current arriving at a boundary weights them by $v_x>0$:
\begin{align}
s_ad&=\frac{k_F\ell}{2\pi^2}\int_0^{2\pi}\cos^2\varphi\,d\varphi=\frac{k_F\ell}{2\pi},\\
g&=\frac{k_F}{2\pi^2}\int_{-\pi/2}^{\pi/2}\cos\varphi\,d\varphi=\frac{k_F}{\pi^2},
\end{align}
where $g$ is the ballistic conductance per unit width of one layer. With $s_a=1/\rho_a$, the first line gives $\ell=2\pi d/(k_F\rho_a)$. The ballistic resistance times area is $d/g=\pi^2d/k_F$. A boundary of transmission $T$ multiplies this by $1/T$. Subtracting the part present without a boundary leaves the estimate
\begin{equation}
r_b\simeq\frac{\pi^2d}{k_F}\,\frac{1-T}{T}.
\end{equation}

Take rough delafossite dimensions: triangular cell edge $0.28$~nm, $d=0.59$~nm, and one conduction electron per cell. The sheet density $k_F^2/2\pi$ then gives $k_F=9.6~\mathrm{nm}^{-1}$ and $\ell\approx53$~nm. For an assumed $T=0.5$, $r_b\approx2.5\times10^{-11}~\Omega\,\mathrm{cm}^2$. This estimate is for current along the layers and a boundary that cuts them at right angles. Using it for every boundary and both principal directions neglects the tilt of the layers, so the values below are only a guide to scale.

At $D=1000$~nm the added resistivity is $0.25~\mu\Omega\,$cm and $\rho$ rises from $5.96$ to $6.46~\mu\Omega\,$cm, or 8\%. At $D=30$~nm the addition is $8.3$ and the formula gives $22~\mu\Omega\,$cm. Here, however, $\ell/D\approx1.8$: electrons cross a grain without establishing a local Ohm's law. The last value indicates a scale and is not a prediction.

\section*{(g) Use in an interconnect}

\textit{Which assumptions matter most for a real layered-metal line?}

\textbf{Solution.} The inputs represent the strong anisotropy of PdCoO$_2$ only roughly, but $w_c$ shows that the precise $\rho_c$ hardly affects the result for compact grains. Narrow lines break the local-conductivity assumption when their grains are tens of nanometres across. They may also have few grains across their width, so a bulk average need not apply. Films can be textured as well. With perfect texture, $c$ normal to the film and current in the plane, the intrinsic resistivity is $\rho_a=3~\mu\Omega\,$cm, half the random-grain value. For large grains at fixed boundary quality, alignment is therefore worth a factor of about two in this model, and more if the random grains would be flat.

Temperature enters through $\rho_a$ and $\rho_c$. If both were proportional to absolute temperature, $\rho$ would follow the same law and rise from $5.96$ at 300~K to $7.95~\mu\Omega\,$cm at 400~K. For the layered metal $\rho_a$ dominates, so a different temperature law for $\rho_c$ would change this little. For compact grains, texture changes the result by about a factor of two, far more than the few-percent difference between the closure and the direct solutions. Flat, randomly oriented grains with the short axis along $c$ raise the resistivity further. The closure only estimates the amount, and without boundary resistance no isotropic arrangement of these grains can exceed $39.5~\mu\Omega\,$cm.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Largest interior-field test error: 2.9e-15
Largest relative root test error: 3.1e-14
Weak-anisotropy coefficient, simulated: 0.6448
Weak-anisotropy coefficient, theory: 0.6667
Layered rho_a (rough input): 3 microohm cm
Layered rho_c (rough input): 1000 microohm cm
Layered Bruggeman rho: 5.9644 microohm cm
Layered Bruggeman rho: 0.27435 atomic units
Layered parallel-mean rho: 4.4933 microohm cm
Layered series-mean rho: 335.33 microohm cm
Layered sensitivity to c: 0.00589
Layered simulated rho, fine grid: 6.039 microohm cm
Layered Bruggeman/simulated - 1: -1.23 percent
Chain rho_a (rough input): 50 microohm cm
Chain rho_c (rough input): 5 microohm cm
Chain Bruggeman rho: 20 microohm cm
Chain Bruggeman rho: 0.91997 atomic units
Chain parallel-mean rho: 12.5 microohm cm
Chain series-mean rho: 35 microohm cm
Chain sensitivity to c: 0.444
Chain simulated rho, fine grid: 19.39 microohm cm
Chain Bruggeman/simulated - 1: 3.15 percent
Voronoi grains: 125
Fine grid points per edge: 45
Coarse grid points per edge: 27
Layered rho, same grains, coarse grid: 6.025 microohm cm
Layered rho, other grains, coarse grid: 6.069 microohm cm
Flat-grain aspect ratio c/a: 0.2
Flat-grain depolarization factor along c: 0.7505
Layered rho with flat grains: 10.58 microohm cm
Layer cell edge (rough input): 0.28 nm
Layer spacing (rough input): 0.59 nm
Fermi wavevector: 9.62 1/nm
In-plane mean free path: 52.8 nm
Assumed boundary transmission: 0.5
Boundary resistance times area: 2.49e-11 ohm cm2
Grain diameter: 1000 nm
  Mean free path / diameter: 0.0528
  Added principal resistivity: 0.249 microohm cm
  Layered rho with boundaries: 6.456 microohm cm
Grain diameter: 30 nm
  Mean free path / diameter: 1.76
  Added principal resistivity: 8.29 microohm cm
  Layered rho with boundaries: 22.09 microohm cm
Base temperature: 300 K
Use temperature: 400 K
Layered rho at use temperature: 7.953 microohm cm
\end{verbatim}
